# What the nitrogen-15 shift reveals about a linear metal imide: a numerical check

```python
"""Nitrogen-15 shift of a linear M-N-C imide.

Result under test: with M and C fixed, the harmonic axial wavenumber is
sqrt(K/m)/(2 pi c), K = k1 + k2 - 2*k12. The isotope shift depends only
on K, so it cannot separate k1 from k2.
k1, k2: M-N and N-C stretching constants; k12: their interaction (N/m).
m: nitrogen mass. Moving ends and Morse bonds test the model's limits.
"""
import numpy as np
from scipy import constants as const

U = const.atomic_mass
HBAR = const.hbar
TO_CM = 1.0 / (2 * np.pi * const.c * 100)   # rad/s to cm^-1
M14, M15 = 14.003074, 15.000109              # isotope masses, u
METAL = 180.0                                # model metal mass, u
R1, R2 = 1.75, 1.45                          # bond lengths, angstrom
BEND = 50.0                                  # (N/m) angstrom^2 per rad^2
SETS = {"A": (800., 500., 50.), "B": (650., 650., 50.),
        "C": (1000., 300., 50.), "D": (900., 500., 100.)}


def energy(position, k):
    """Energy from true bond lengths and bond angle; N is displaced."""
    to_n = np.array([0., 0., R1]) + position
    to_c = np.array([0., 0., R1 + R2]) - to_n
    d1 = np.linalg.norm(to_n) - R1
    d2 = np.linalg.norm(to_c) - R2
    angle = np.arctan2(np.linalg.norm(np.cross(to_n, to_c)), to_n @ to_c)
    return (0.5*k[0]*d1**2 + 0.5*k[1]*d2**2 + k[2]*d1*d2
            + 0.5*BEND*angle**2)


def nitrogen_hessian(k, step=1e-3):
    hessian = np.zeros((3, 3))
    axes = np.eye(3) * step
    for i in range(3):
        for j in range(3):
            a, b = axes[i], axes[j]
            if i == j:
                value = energy(a, k) - 2*energy(0*a, k) + energy(-a, k)
                hessian[i, j] = value / step**2
            else:
                value = (energy(a+b, k) - energy(a-b, k)
                         - energy(b-a, k) + energy(-a-b, k))
                hessian[i, j] = value / (4*step**2)
    return hessian


def fixed_bands(k):
    curvature = nitrogen_hessian(k)[2, 2]
    return np.sqrt(curvature / (np.array([M14, M15])*U)) * TO_CM


def chain(k, nitrogen, carbon, metal=METAL):
    """Two stretching bands and nitrogen kinetic-energy shares."""
    stretches = np.array([[-1., 1., 0.], [0., -1., 1.]])
    force = np.array([[k[0], k[2]], [k[2], k[1]]])
    masses = np.array([metal, nitrogen, carbon]) * U
    matrix = stretches.T @ force @ stretches
    matrix = matrix / np.sqrt(np.outer(masses, masses))
    values, vectors = np.linalg.eigh(matrix)
    return np.sqrt(values[1:])*TO_CM, vectors[1, 1:]**2


def secular_bands(k, nitrogen, carbon):
    """The same two bands from the derived quadratic equation."""
    total = k[0] + k[1] - 2*k[2]
    root_sum = total/nitrogen + k[0]/METAL + k[1]/carbon
    root_product = ((k[0]*k[1]-k[2]**2)*(METAL+nitrogen+carbon)
                    / (METAL*nitrogen*carbon))
    gap = np.sqrt(root_sum**2 - 4*root_product)
    roots = np.array([root_sum-gap, root_sum+gap])/2
    return np.sqrt(roots/U)*TO_CM


def derivative_table(function, k, step=0.5):
    columns = []
    for direction in np.eye(3):
        plus = function(np.array(k) + step*direction)
        minus = function(np.array(k) - step*direction)
        columns.append((plus - minus)/(2*step))
    return np.array(columns).T


def grid_fundamental(potential, nitrogen):
    """Lowest quantum spacing (cm^-1) on a uniform sinc grid."""
    x = np.linspace(-0.5e-10, 0.5e-10, 201)
    dx = x[1] - x[0]
    separation = np.subtract.outer(np.arange(x.size), np.arange(x.size))
    safe = np.where(separation == 0, 1, separation)
    sign = np.where(separation % 2 == 0, 1.0, -1.0)
    kinetic = np.where(separation == 0, np.pi**2/3, 2*sign/safe**2)
    kinetic = kinetic * HBAR**2/(2*nitrogen*U*dx**2)
    hamiltonian = (kinetic + np.diag(potential(x))) / 1e-20
    levels = np.linalg.eigvalsh(hamiltonian) * 1e-20
    return (levels[1] - levels[0])/HBAR*TO_CM


MORSE_RANGE = 2e10   # m^-1


def morse_potential(k):
    a = MORSE_RANGE
    return lambda x: (k[0]/(2*a*a)*(1-np.exp(-a*x))**2
                      + k[1]/(2*a*a)*(1-np.exp(a*x))**2 - k[2]*x*x)


def leading_anharmonic(k, nitrogen):
    """Quartic and cubic corrections to the fundamental, cm^-1."""
    omega = np.sqrt((k[0]+k[1]-2*k[2])/(nitrogen*U))
    length2 = HBAR/(nitrogen*U*omega)
    cubic = MORSE_RANGE*(k[1]-k[0])/2
    quartic = 7*MORSE_RANGE**2*(k[0]+k[1])/24
    raised = 3*quartic*length2**2/HBAR*TO_CM
    lowered = -7.5*cubic**2*length2**3/(HBAR*omega)/HBAR*TO_CM
    return raised, lowered


# Fixed ends: curvature from geometry against the derived expressions.
fixed = {}
for name, k in SETS.items():
    hessian = nitrogen_hessian(k)
    total = k[0] + k[1] - 2*k[2]
    transverse = BEND*(1/R1 + 1/R2)**2
    expected = np.diag([transverse, transverse, total])
    # Quartic terms give a finite-difference error below 0.002 N/m.
    assert np.allclose(hessian, expected, rtol=0, atol=2e-3)
    fixed[name] = fixed_bands(k)
    formula = np.sqrt(total/(np.array([M14, M15])*U))*TO_CM
    assert np.allclose(fixed[name], formula, rtol=1e-8)
    heavy = [chain(k, m, 1e7, 1e7)[0][1] for m in (M14, M15)]
    assert np.allclose(heavy, formula, rtol=1e-5)

fixed_shifts = {n: b[0]-b[1] for n, b in fixed.items()}
assert np.ptp(list(fixed_shifts.values())) < 1e-6
nu14, nu15 = fixed["A"]
shift = nu14 - nu15
mass_factor = (M14*U)**-0.5 - (M15*U)**-0.5
K_from_shift = (shift/TO_CM/mass_factor)**2
K_true = SETS["A"][0] + SETS["A"][1] - 2*SETS["A"][2]
assert abs(K_from_shift - K_true) < 1e-4
reading_error = 0.5
K_high = ((shift+reading_error)/TO_CM/mass_factor)**2
K_low = ((shift-reading_error)/TO_CM/mass_factor)**2
K_error = (K_high-K_low)/2
assert np.isclose(K_error/K_true, 2*reading_error/shift, rtol=1e-6)

# Number of independent data with fixed and with moving ends.
fixed_singular = np.linalg.svd(
    derivative_table(fixed_bands, SETS["A"]), compute_uv=False)
assert fixed_singular[1]/fixed_singular[0] < 1e-6
free_singular = {}
for carbon in (12., 57.):
    def four_bands(k, carbon=carbon):
        return np.concatenate([chain(k, m, carbon)[0]
                               for m in (M14, M15)])
    free_singular[carbon] = np.linalg.svd(
        derivative_table(four_bands, SETS["A"]), compute_uv=False)
    assert free_singular[carbon][2]/free_singular[carbon][0] > 1e-4

# Moving ends: secular equation, kinetic-energy, sum and product rules.
free = {}
for carbon in (12., 57.):
    for name, k in SETS.items():
        bands14, shares = chain(k, M14, carbon)
        bands15, _ = chain(k, M15, carbon)
        secular14 = secular_bands(k, M14, carbon)
        secular15 = secular_bands(k, M15, carbon)
        assert np.allclose(bands14, secular14, rtol=0, atol=1e-6)
        assert np.allclose(bands14-bands15, secular14-secular15,
                           rtol=0, atol=1e-6)
        free[carbon, name] = (bands14, bands14-bands15, shares)
        eps = 1e-4
        up = chain(k, M14*(1+eps), carbon)[0]
        down = chain(k, M14*(1-eps), carbon)[0]
        slope = (np.log(up)-np.log(down))/(2*eps)
        assert np.allclose(slope, -shares/2, atol=1e-6)
        lam14, lam15 = (bands14/TO_CM)**2, (bands15/TO_CM)**2
        K_sum = (lam14.sum()-lam15.sum())/(1/(M14*U)-1/(M15*U))
        assert abs(K_sum - K_true) < 1e-5
        product_ratio = lam15.prod()/lam14.prod()
        mass_ratio = (M14*(METAL+M15+carbon)
                      / (M15*(METAL+M14+carbon)))
        assert np.isclose(product_ratio, mass_ratio, rtol=1e-9)
free_spread = {c: np.ptp([free[c, n][1][1] for n in SETS])
               for c in (12., 57.)}
# A real dependence must stand far above the 1e-6 cm^-1 numerical error.
assert min(free_spread.values()) > 0.1

# Quantum solver checks, then the effect of anharmonic bonds.
harmonic_grid = grid_fundamental(lambda x: 0.5*K_true*x*x, M14)
assert abs(harmonic_grid-nu14) < 1e-3
single = grid_fundamental(morse_potential((K_true, 0., 0.)), M14)
single_exact = nu14 - HBAR*MORSE_RANGE**2/(M14*U)*TO_CM
assert abs(single-single_exact) < 1e-3
morse = {}
for name, k in SETS.items():
    first = grid_fundamental(morse_potential(k), M14)
    second = grid_fundamental(morse_potential(k), M15)
    morse[name] = (first, first-second)
    # A 100-fold mass makes higher orders small beside the leading one.
    large_mass = 100*M14
    raised, lowered = leading_anharmonic(k, large_mass)
    change = grid_fundamental(morse_potential(k), large_mass) - nu14/10
    assert abs(change-raised-lowered) < 0.05*raised
morse_spread = np.ptp([v[1] for v in morse.values()])
assert morse_spread > 0.01
hot_factor = np.exp(-const.h*const.c*100*nu14/(const.k*300))

print(f"Nitrogen-14 mass: {M14:.6f} u")
print(f"Nitrogen-15 mass: {M15:.6f} u")
print(f"Model metal mass: {METAL:.0f} u")
print(f"Bond lengths M-N, N-C: {R1/10:.3f}, {R2/10:.3f} nm")
print(f"Bending constant: {BEND*0.01:.2f} aJ/rad^2")
print(f"Transverse curvature: {nitrogen_hessian(SETS['A'])[0,0]:.2f} N/m")
for name, k in SETS.items():
    print(f"Set {name}: k1={k[0]:.0f}, k2={k[1]:.0f}, k12={k[2]:.0f} N/m")
    print(f"  fixed-end K={nitrogen_hessian(k)[2,2]:.2f} N/m")
    print(f"  fixed nu14={fixed[name][0]:.2f}, nu15={fixed[name][1]:.2f},"
          f" shift={fixed_shifts[name]:.2f} cm^-1")
print(f"Fixed-end ratio nu15/nu14: {nu15/nu14:.6f}")
print(f"K from shift alone: {K_from_shift:.2f} N/m")
print(f"Assumed error in shift: {reading_error:.1f} cm^-1")
print(f"Resulting error in K: {K_error:.1f} N/m")
print("Fixed-end singular-value ratio, second/first: "
      f"{fixed_singular[1]/fixed_singular[0]:.1e}")
for carbon in (12., 57.):
    print(f"Moving ends, carbon-end mass: {carbon:.0f} u")
    values = free_singular[carbon]
    print(f"  singular-value ratio, third/first: {values[2]/values[0]:.2e}")
    for name in SETS:
        bands, shifts, shares = free[carbon, name]
        print(f"  {name} upper: nu14={bands[1]:.2f}, shift={shifts[1]:.2f}"
              f" cm^-1; N share={shares[1]:.3f}")
        print(f"  {name} lower: nu14={bands[0]:.2f}, shift={shifts[0]:.2f}"
              f" cm^-1; N share={shares[0]:.3f}")
    print(f"  spread of upper shifts: {free_spread[carbon]:.2f} cm^-1")
print(f"Morse range parameter: {MORSE_RANGE*1e-9:.0f} nm^-1")
for name, (band, change) in morse.items():
    print(f"Morse {name}: nu14={band:.2f}, shift={change:.2f} cm^-1")
print(f"Spread of Morse shifts: {morse_spread:.2f} cm^-1")
print(f"First-level Boltzmann factor at 300 K: {hot_factor:.5f}")
print("verified")
```

Output:

```
Nitrogen-14 mass: 14.003074 u
Nitrogen-15 mass: 15.000109 u
Model metal mass: 180 u
Bond lengths M-N, N-C: 0.175, 0.145 nm
Bending constant: 0.50 aJ/rad^2
Transverse curvature: 79.52 N/m
Set A: k1=800, k2=500, k12=50 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Set B: k1=650, k2=650, k12=50 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Set C: k1=1000, k2=300, k12=50 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Set D: k1=900, k2=500, k12=100 N/m
  fixed-end K=1200.00 N/m
  fixed nu14=1206.02, nu15=1165.25, shift=40.77 cm^-1
Fixed-end ratio nu15/nu14: 0.966194
K from shift alone: 1200.00 N/m
Assumed error in shift: 0.5 cm^-1
Resulting error in K: 29.4 N/m
Fixed-end singular-value ratio, second/first: 6.4e-14
Moving ends, carbon-end mass: 12 u
  singular-value ratio, third/first: 8.91e-03
  A upper: nu14=1343.52, shift=34.52 cm^-1; N share=0.766
  A lower: nu14=657.31, shift=3.90 cm^-1; N share=0.166
  B upper: nu14=1424.43, shift=31.59 cm^-1; N share=0.663
  B lower: nu14=637.28, shift=6.06 cm^-1; N share=0.269
  C upper: nu14=1269.14, shift=38.28 cm^-1; N share=0.895
  C lower: nu14=601.98, shift=0.81 cm^-1; N share=0.037
  D upper: nu14=1324.58, shift=35.05 cm^-1; N share=0.789
  D lower: nu14=701.45, shift=3.61 cm^-1; N share=0.143
  spread of upper shifts: 6.69 cm^-1
Moving ends, carbon-end mass: 57 u
  singular-value ratio, third/first: 9.18e-04
  A upper: nu14=1244.87, shift=39.43 cm^-1; N share=0.938
  A lower: nu14=359.29, shift=0.08 cm^-1; N share=0.006
  B upper: nu14=1255.04, shift=39.04 cm^-1; N share=0.921
  B lower: nu14=366.33, shift=0.30 cm^-1; N share=0.023
  C upper: nu14=1241.34, shift=39.57 cm^-1; N share=0.944
  C lower: nu14=311.71, shift=0.00 cm^-1; N share=0.000
  D upper: nu14=1242.93, shift=39.51 cm^-1; N share=0.941
  D lower: nu14=378.60, shift=0.04 cm^-1; N share=0.003
  spread of upper shifts: 0.53 cm^-1
Morse range parameter: 20 nm^-1
Morse A: nu14=1213.98, shift=41.30 cm^-1
Morse B: nu14=1215.05, shift=41.37 cm^-1
Morse C: nu14=1209.13, shift=40.98 cm^-1
Morse D: nu14=1213.83, shift=41.29 cm^-1
Spread of Morse shifts: 0.39 cm^-1
First-level Boltzmann factor at 300 K: 0.00308
verified
```
